# Overlapping atomic projectors do not partition the charge of H2

**Q.** I want to know how the two electrons of H\(_2\) are shared between the atoms, because a Hubbard correction needs site occupations. I project the occupied orbital on the 1s orbital of each atom and square the result. Each number lies between 0 and 1, so the two must add up to one electron per spin. Is there anything to check?

**A.** The sum itself. Let \(a\) and \(b\) be the 1s orbitals centred on the two protons, real, positive and normalized, and let \(S=\langle a|b\rangle\) be their overlap, with \(0<S<1\). Your occupations for an orbital \(\psi\) holding one electron of a given spin are

\[
n_a=|\langle a|\psi\rangle|^2,\qquad n_b=|\langle b|\psi\rangle|^2 .
\]

Each is at most 1, by the Cauchy–Schwarz inequality for normalized functions. That bounds them separately, so their sum is at most 2, but nothing yet forces it to be 1. What is your \(\psi\)?

**Q.** The bonding orbital, \(g=N(a+b)\). I would take \(N=1/\sqrt2\), which makes both occupations one half.

**A.** That \(N\) is correct only for \(S=0\). Normalization requires

\[
1=N^2\langle a+b|a+b\rangle=N^2(1+1+2S),
\qquad N=\frac{1}{\sqrt{2(1+S)}} .
\]

The projection contains the overlap as well, since \(a\) sees the part of \(g\) built from \(b\):

\[
\langle a|g\rangle=N(\langle a|a\rangle+\langle a|b\rangle)
=\frac{1+S}{\sqrt{2(1+S)}}=\sqrt{\frac{1+S}{2}} .
\]

By symmetry \(\langle b|g\rangle\) is the same. Squaring and adding,

\[
n_a=n_b=\frac{1+S}{2},\qquad n_a+n_b=1+S .
\]

The sum exceeds one by \(S\) for each spin.

**Q.** Is \(S\) large enough to matter in the molecule?

**A.** It can be worked out for hydrogen orbitals, \(a=e^{-r_a}/\sqrt\pi\) and \(b=e^{-r_b}/\sqrt\pi\), in Hartree atomic units. With \(R\) the distance between the protons, use the coordinates \(\xi=(r_a+r_b)/R\), from 1 to infinity, and \(\eta=(r_a-r_b)/R\), from \(-1\) to 1, together with the angle about the axis. The volume element is \((R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi\), and \(ab=e^{-R\xi}/\pi\). The angle gives \(2\pi\), and the \(\eta\) integral of \(\xi^2-\eta^2\) gives \(2\xi^2-\tfrac23\). Hence

\[
S=\frac{R^3}{2}\int_1^\infty\left(\xi^2-\tfrac13\right)e^{-R\xi}\,d\xi .
\]

Integration by parts gives \(\int_1^\infty\xi^2e^{-R\xi}d\xi=e^{-R}(1/R+2/R^2+2/R^3)\), and \(\int_1^\infty e^{-R\xi}d\xi=e^{-R}/R\). Therefore

\[
S=\frac{R^3}{2}e^{-R}\left(\frac{2}{3R}+\frac{2}{R^2}+\frac{2}{R^3}\right)
=e^{-R}\left(1+R+\frac{R^2}{3}\right).
\]

At \(R=1.4\) bohr, close to the bond length, \(S=0.753\). Each site reports \((1+0.753)/2=0.876\) electrons per spin. The sum is 1.753 per spin, or 3.506 for the molecule, which has two electrons.

**Q.** Then the projection has created one and a half electrons. Charge is not conserved!

**A.** The charge is intact. The density of \(g\) for one spin integrates to

\[
\int g^2\,dV=\frac{1}{2(1+S)}\int(a^2+b^2+2ab)\,dV
=\frac{2+2S}{2(1+S)}=1 .
\]

What fails is the reading of \(n_a\) and \(n_b\) as shares of this one electron. Each answers a separate question: how closely does the orbital resemble \(a\), and how closely does it resemble \(b\)? When \(a\) and \(b\) resemble each other, both answers can be large.

In terms of the projectors \(P_a=|a\rangle\langle a|\) and \(P_b=|b\rangle\langle b|\), your sum is \(\langle\psi|(P_a+P_b)|\psi\rangle\). Let the sum of projectors act on \(g\):

\[
(P_a+P_b)g=a\langle a|g\rangle+b\langle b|g\rangle
=\sqrt{\frac{1+S}{2}}\,(a+b)=(1+S)\,g ,
\]

where the last step used \(a+b=\sqrt{2(1+S)}\,g\). A projector applied to a function in its own space returns that function unchanged. Here it comes back multiplied by \(1+S\), so \(P_a+P_b\) is not a projector, although each term is one.

**Q.** I did have a reason to trust the method. I once filled the antibonding orbital too, and the total came out right.

**A.** That total is right because two errors cancel. The antibonding orbital is \(u=(a-b)/\sqrt{2(1-S)}\), since \(\langle a-b|a-b\rangle=2-2S\). Its projections are

\[
\langle a|u\rangle=\frac{1-S}{\sqrt{2(1-S)}}=\sqrt{\frac{1-S}{2}},
\qquad \langle b|u\rangle=-\sqrt{\frac{1-S}{2}} ,
\]

so that

\[
(P_a+P_b)u=\sqrt{\frac{1-S}{2}}\,(a-b)=(1-S)\,u .
\]

The bonding orbital is overcounted and the antibonding one undercounted by the same amount. At 1.4 bohr the sums are 1.753 and 0.247, which add to 2.000. Filling both levels, which together span the same space as \(a\) and \(b\), cannot reveal the fault.

For an orbital between the two, \(\psi=\cos t\,g+\sin t\,u\), the cross terms cancel in the sum, though not on each site separately, because \(\langle g|(P_a+P_b)|u\rangle=(1-S)\langle g|u\rangle=0\), and

\[
n_a+n_b=(1+S)\cos^2t+(1-S)\sin^2t=1+S\cos 2t .
\]

The error therefore depends on the state.

**Q.** Surely an electron sitting entirely in \(a\) is counted properly?

**A.** Site \(a\) reports 1, and site \(b\) reports \(|\langle b|a\rangle|^2=S^2\). At 1.4 bohr that is 0.567 of an electron on an atom whose orbital was given none, and the sum is 1.567.

The limits show the same thing. When the atoms are far apart, \(S\to0\) and the sum for \(g\) tends to 1. It is 1.189 at 4 bohr and 1.010 at 8 bohr. When \(S\to1\), the functions \(a\) and \(b\) become the same function, \(g\) tends to it, and the sum tends to 2: one orbital has been counted twice.

**Q.** You have used only two basis functions. Perhaps a good calculation, with an orbital free to take its proper shape, removes the excess.

**A.** It changes the number, and the change can be derived. Let \(\psi\) be any real, normalized orbital that is gerade, meaning unchanged by inversion through the midpoint of the bond. Inversion exchanges \(a\) and \(b\), so \(\langle a|\psi\rangle=\langle b|\psi\rangle\), and hence \(\langle u|\psi\rangle=0\). The part of \(\psi\) within the span of \(a\) and \(b\) is then a multiple of \(g\):

\[
\psi=c\,g+r,\qquad \langle a|r\rangle=\langle b|r\rangle=0 .
\]

Call \(w=c^2\le1\) the weight of \(\psi\) in the span. The remainder \(r\) drops out of the projections, so \(\langle a|\psi\rangle=c\,\langle a|g\rangle\), and

\[
n_a+n_b=2c^2\,\frac{1+S}{2}=(1+S)\,w .
\]

The value \(1+S\) thus belongs to \(w=1\), an orbital built wholly from \(a\) and \(b\).

As a realistic case, take the occupied orbital from restricted Hartree–Fock in the cc-pVTZ basis, projected on the 1s orbital of the free atom in the same basis. Hartree–Fock leaves out electron correlation, but all we need from it is a reasonable orbital. At 1.4 bohr, \(S=0.753\) and \(w=0.981\), so the sum is \(1.753\times0.981\approx1.72\) per spin. The density, integrated on a grid in space, gives 2.000 electrons for both spins.

The larger basis removes about 2% of the sum, because the molecular orbital has a small part that no mixture of the two free-atom 1s orbitals can describe. The double counting remains. Note also that \((1+S)w\) would equal 1 if \(w\) happened to be \(1/(1+S)\), so even a sum of one would not show that the projectors are sound.

**Q.** Then I will divide every occupation by \(1+S\).

**A.** That repairs \(g\) and damages the rest. The sum for \(u\) would become \((1-S)/(1+S)=0.247/1.753=0.141\) instead of 1. No single factor can correct a state-dependent error. The projectors themselves have to change, so that together they act as the identity on the span of \(a\) and \(b\).

One way is Löwdin orthogonalization, which uses the inverse square root of the overlap matrix. That matrix has 1 on the diagonal and \(S\) off it. Its eigenvectors are \((1,\pm1)/\sqrt2\), with eigenvalues \(1\pm S\). Write \(p=1/\sqrt{1+S}\) and \(q=1/\sqrt{1-S}\). The inverse square root keeps the eigenvectors and has eigenvalues \(p\) and \(q\), so its diagonal elements are \((p+q)/2\) and its off-diagonal elements \((p-q)/2\). The new orbital on the first site is

\[
a'=\frac{p+q}{2}\,a+\frac{p-q}{2}\,b
=\frac{p(a+b)+q(a-b)}{2}=\frac{g+u}{\sqrt2} ,
\]

because \(p(a+b)=\sqrt2\,g\) and \(q(a-b)=\sqrt2\,u\). Exchanging \(a\) and \(b\) reverses the sign of \(u\), so \(b'=(g-u)/\sqrt2\). These two are orthonormal, and

\[
|\langle a'|g\rangle|^2=|\langle b'|g\rangle|^2=\tfrac12 .
\]

The sum is 1 for \(g\), and for any other normalized orbital in the span, since \(a'\) and \(b'\) form an orthonormal basis of it.

**Q.** What do I give up?

**A.** Some atomic character. Since \(p<q\), the orbital \(a'\) contains \(b\) with a negative coefficient, so it is no longer the orbital of a free atom.

If you prefer to keep \(a\) and \(b\), you can pair each with a dual function:

\[
\tilde a=\frac{a-S\,b}{1-S^2},\qquad \tilde b=\frac{b-S\,a}{1-S^2} .
\]

They satisfy \(\langle\tilde a|a\rangle=(1-S^2)/(1-S^2)=1\) and \(\langle\tilde a|b\rangle=(S-S)/(1-S^2)=0\), and likewise for \(\tilde b\). So \(|a\rangle\langle\tilde a|+|b\rangle\langle\tilde b|\) returns both \(a\) and \(b\) unchanged: it is the identity on the span. The occupation is now \(n_a=\langle\psi|a\rangle\langle\tilde a|\psi\rangle\). For \(g\), using \(\langle b|g\rangle=\langle a|g\rangle\),

\[
\langle\tilde a|g\rangle=\frac{1-S}{1-S^2}\,\langle a|g\rangle
=\frac{\langle a|g\rangle}{1+S},
\qquad n_a=\frac{1}{1+S}\cdot\frac{1+S}{2}=\frac12 .
\]

The price here is that a dual occupation is not a square and can be negative. For \(\psi\propto a-\tfrac S2 b\), the second site has \(\langle\psi|b\rangle\propto S-\tfrac S2=\tfrac S2\) and \(\langle\tilde b|\psi\rangle\propto-\tfrac S2\), with the same positive normalization factor, so \(n_b<0\).

With either choice, an orbital that reaches outside the span gives the sum \(w\), not 1. In the cc-pVTZ case that is 0.981 per spin. The missing 0.019 is a true statement about the orbital: that part of it is not described by the chosen atomic functions.

**Q.** My purpose was the Hubbard correction. If both atoms get the same number anyway, does it matter whether that number is 0.876 or 0.5?

**A.** It does, because the correction depends on the value of each occupation, not only on whether the two are equal. Take the form with one orbital per site,

\[
E_U=\frac U2\sum_{I,\sigma}n_{I\sigma}(1-n_{I\sigma}) ,
\]

where \(I\) runs over the two sites and \(\sigma\) over the two spins. It penalizes fractional occupation. With \(g\) filled for both spins there are four equal terms. The bare projectors give

\[
n(1-n)=\frac{1+S}{2}\cdot\frac{1-S}{2}=\frac{1-S^2}{4},
\qquad E_U=\frac{U}{2}(1-S^2) ,
\]

and the Löwdin projectors, with \(n(1-n)=\tfrac14\), give \(E_U=U/2\). For a round model value \(U=0.1\) hartree and \(R=1.4\) bohr these are 0.0217 and 0.0500 hartree. They differ by \(US^2/2=0.0283\) hartree, or 0.77 eV, for the same electrons and the same \(U\).

**Q.** And the orbital energies?

**A.** The correction shifts a level by the derivative of \(E_U\) with respect to the level's filling \(f\), at fixed orbitals. In this two-function model symmetry fixes the orbitals as long as both spins share the same spatial orbital, as assumed here. A spin-polarized state, with the two spins leaning towards opposite atoms, can lie lower for a stretched bond or a large \(U\), and is not considered. If \(p_I\) is the occupation that a full level contributes to site \(I\), then \(\partial n_I/\partial f=p_I\), and

\[
\frac{\partial E_U}{\partial f}=\frac U2\sum_I(1-2n_I)\,p_I .
\]

Only the sites of the spin being varied enter. With bare projectors \(1-2n_I=1-(1+S)=-S\) on both sites. For \(g\), \(p_I=(1+S)/2\), and for \(u\), \(p_I=(1-S)/2\), so the shifts are

\[
\Delta_g=-\frac{US(1+S)}{2},\qquad \Delta_u=-\frac{US(1-S)}{2} .
\]

The gap between the levels changes by

\[
\Delta_u-\Delta_g=\frac{US}{2}\left[(1+S)-(1-S)\right]=US^2 .
\]

In numbers, \(\Delta_g=-0.0660\) and \(\Delta_u=-0.0093\) hartree, so the gap opens by 0.0567 hartree, or 1.54 eV. With Löwdin projectors \(n_I=\tfrac12\), the factor \(1-2n_I\) vanishes, and neither level moves.

The correction lowers levels on sites that look more than half full. The bare projectors report 0.876 where the bond shares one electron equally between two sites, so the whole gap change in this model comes from the overcounting.

**Q.** So the Löwdin result is the correct one?

**A.** Its total is correct as a count within the span, but the share given to each site remains a convention. Take an electron wholly in \(a\). From the projections above, \(a=\sqrt{(1+S)/2}\,g+\sqrt{(1-S)/2}\,u\), so \(\langle b'|a\rangle=\tfrac12\left(\sqrt{1+S}-\sqrt{1-S}\right)\), and the Löwdin occupation of the second site is \(\tfrac12\left(1-\sqrt{1-S^2}\right)\), which is 0.171 at 1.4 bohr. The dual occupation of that site is 0, because \(\langle\tilde b|a\rangle=0\). Both schemes give the sum 1, and they divide it differently. Nor does a correct total make the Hubbard energy correct: \(U/2\) is still a penalty on an ordinary shared bond, and nothing here shows that the molecule should pay it. What follows is narrower. The projector is part of the definition of the correction, so a value of \(U\) chosen for one kind of projector should not be carried over to another.

**Q.** How should I test my own projectors, then?

**A.** Compute the overlaps between projector functions on different sites. If they are not negligible, the bare occupations are measures of resemblance and should not be added up as charge. Test the sum on a partly filled set of levels, such as \(g\) alone, since filled levels that span the same space as the projector functions, as \(g\) and \(u\) do here, give the right total whatever the overlap. Try more than one such set, because a single one can pass by accident: an electron in \(a'\) alone has \(\cos 2t=0\), and its bare sum is 1. With orthogonalized projectors, read any shortfall from the electron number as weight outside the span. The numerical check checks numerically the overlap, the bare, Löwdin and dual sums in the span, the Hubbard energies and level shifts, and the relation \((1+S)w\) for the Hartree–Fock orbital.

## Computed values

```
Proton distance R = 1.4 bohr
Overlap S of Slater 1s orbitals = 0.7529
Projection <a|g> = 0.9362
Bare occupation per site and spin, bonding = 0.8765
Bare sum per spin, bonding = 1.7529
Bare sum, both spins, bonding = 3.5059
Bare occupation per site and spin, antibonding = 0.1235
Bare sum per spin, antibonding = 0.2471
Bare sum per spin, both orbitals filled = 2.0000
Electron in a alone: site a = 1.0000, site b = 0.5669, sum = 1.5669
Loewdin occupation per site and spin, bonding = 0.5000
Dual occupation per site and spin, bonding = 0.5000
Scan: R (bohr), S, bare sum per spin
  1.0  0.8584  1.8584
  1.4  0.7529  1.7529
  2.0  0.5865  1.5865
  4.0  0.1893  1.1893
  8.0  0.0102  1.0102
Hubbard U = 0.1 hartree
E_U, bare projectors = 0.02165 hartree
E_U, Loewdin projectors = 0.05000 hartree
E_U difference, Loewdin - bare = 0.02835 hartree = 0.771 eV
Bare level shift, bonding = -0.06599 hartree
Bare level shift, antibonding = -0.00930 hartree
Bare gap change = 0.05669 hartree = 1.543 eV
Largest Loewdin level shift = 0.00000 hartree
RHF/STO-3G: S = 0.6593, bare sum per spin = 1.6593
RHF/cc-pVTZ at R = 1.4 bohr:
  S of free-atom 1s orbitals = 0.7529
  weight w in span (Loewdin sum per spin) = 0.9809
  bare sum per spin = 1.7193
  bare sum, both spins = 3.4387
  electrons from integrated density = 2.0000
RHF/cc-pVTZ at R = 4.0 bohr:
  S of free-atom 1s orbitals = 0.1885
  weight w in span (Loewdin sum per spin) = 0.9888
  bare sum per spin = 1.1752
  bare sum, both spins = 2.3503
  electrons from integrated density = 2.0000
```
